# One-Electron Self-Interaction in the Exact Functional and in Hartree–Fock: a program that tests the result

```python
"""One-electron self-interaction.
Result under test: for a fully spin-polarized one-electron density n,
    E_H[n] + E_x[n,0] = 0   and   E_c[n,0] = 0,
and Hartree-Fock has no self-interaction because J_ii = K_ii.
E_H: Hartree energy, E_x: exchange energy, E_c: correlation energy,
J_ij, K_ij: Coulomb and exchange integrals, including the factor e^2 = 2.
Rydberg units: hbar = 1, 2m = 1, e^2 = 2; lengths in bohr.
PySCF works in hartree; its energies are multiplied by 2.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, scf, dft

RY_PER_HARTREE = 2.0
EV_PER_RY = physical_constants["Rydberg constant times hc in eV"][0]


def show(label, value, unit="Ry", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


# ---------- hydrogen 1s density on a radial grid ----------
r = np.linspace(0.0, 40.0, 40001)
density = np.exp(-2 * r) / np.pi
shell = 4 * np.pi * r**2 * density
shell_over_r = 4 * np.pi * r * density


def kinetic(orbital):
    slope = np.gradient(orbital, r)
    return trapezoid(4 * np.pi * r**2 * np.abs(slope)**2, r)


charge_inside = cumulative_trapezoid(shell, r, initial=0)
outer = cumulative_trapezoid(shell_over_r, r, initial=0)
outer = outer[-1] - outer
E_H = trapezoid(charge_inside * shell_over_r + outer * shell, r)
T_1s = kinetic(np.sqrt(density))
V_1s = -2 * trapezoid(shell_over_r, r)
assert abs(charge_inside[-1] - 1) < 1e-6
assert abs(E_H - 5 / 8) < 1e-5
assert abs(T_1s - 1) < 1e-5 and abs(V_1s + 2) < 1e-5
# Hartree potential at 1 bohr against its closed form
v_num = 2 * (charge_inside[1000] / r[1000] + outer[1000])
v_formula = 2 * (1 / r[1000] - np.exp(-2 * r[1000]) * (1 + 1 / r[1000]))
assert abs(v_num - v_formula) < 1e-5

print("Hydrogen 1s density")
show("kinetic energy", T_1s)
show("nuclear attraction", V_1s)
show("Hartree energy E_H", E_H)
show("Hartree energy E_H", E_H * EV_PER_RY, "eV", 3)
show("Hartree potential at 1 bohr", v_num)

# A position-dependent phase keeps the density but costs kinetic energy.
phase_strength = 0.5
phase = phase_strength * r**2 / 2
T_phase = kinetic(np.sqrt(density) * np.exp(1j * phase))
phase_cost = trapezoid(shell * (phase_strength * r)**2, r)
assert abs(T_phase - T_1s - phase_cost) < 1e-4
assert phase_cost > 0.1
show("phase 0.5 r^2/2: kinetic energy", T_phase)
show("phase 0.5 r^2/2: added term", phase_cost)

# Node test: 2s and its absolute value have the same kinetic energy.
# The kink at the node limits the finite difference to first order.
orbital_2s = (2 - r) * np.exp(-r / 2) / np.sqrt(32 * np.pi)
T_signed = kinetic(orbital_2s)
T_absolute = kinetic(np.abs(orbital_2s))
assert abs(T_signed - 0.25) < 1e-5
assert abs(T_signed - T_absolute) < 2e-4
show("2s kinetic energy, signed orbital", T_signed, digits=3)
show("2s kinetic energy, absolute value", T_absolute, digits=3)

# ---------- approximate functionals on the exact 1s density ----------
density_slope = -2 * density
zero = np.zeros_like(r)
gga_up = np.array([density, density_slope, zero, zero])


def functional_energy(code, is_gga):
    up = gga_up if is_gga else density
    per_electron = dft.libxc.eval_xc(
        code, np.array([up, np.zeros_like(up)]), spin=1, deriv=1)[0]
    return RY_PER_HARTREE * trapezoid(shell * np.ravel(per_electron), r)


print("Functionals on the hydrogen 1s density (E_H + E_x, E_c, sum)")
errors = {}
for name, x_code, c_code, is_gga in (
        ("LSDA", "LDA_X,", ",LDA_C_PW", False),
        ("PBE", "GGA_X_PBE,", ",GGA_C_PBE", True),
        ("BLYP", "GGA_X_B88,", ",GGA_C_LYP", True)):
    E_x = functional_energy(x_code, is_gga)
    E_c = functional_energy(c_code, is_gga)
    errors[name] = (E_H + E_x, E_c)
    print(f"{name}: E_x = {E_x:.5f} Ry; {E_H + E_x:.5f}, "
          f"{E_c:.5f}, {E_H + E_x + E_c:.5f} Ry")
    if name == "LSDA":
        closed_form = -(81 / 128) * (6 / np.pi**2)**(1 / 3)
        assert abs(E_x - closed_form) < 1e-5
assert all(abs(pair[0]) > 1e-3 for pair in errors.values())
assert errors["LSDA"][1] < -1e-3 and errors["PBE"][1] < -1e-3
assert abs(errors["BLYP"][1]) < 1e-5

# ---------- exact definitions on a four-site lattice ----------
SITES = 4
HOPPING = 1.0
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
modes = 2 * SITES
annihilate = [reduce(np.kron, [sign] * p + [lower]
                     + [np.eye(2)] * (modes - p - 1)) for p in range(modes)]
number = [a.T @ a for a in annihilate]
distance = np.subtract.outer(np.arange(SITES), np.arange(SITES))
interaction = 2 / np.sqrt(distance**2 + 1.0)

# mode index = 2*site + spin
V_ee = np.zeros((2**modes, 2**modes))
for p in range(modes):
    for q in range(modes):
        pair = annihilate[q] @ annihilate[p]
        V_ee += 0.5 * interaction[p // 2, q // 2] * pair.T @ pair
T_lattice = np.zeros_like(V_ee)
for p in range(modes - 2):
    hop = annihilate[p].T @ annihilate[p + 2]
    T_lattice -= HOPPING * (hop + hop.T)
count_up = sum(np.diag(number[p]) for p in range(0, modes, 2))
count_down = sum(np.diag(number[p]) for p in range(1, modes, 2))


def lattice_energies(n_down, site_potential):
    """One up electron and n_down (0 or 1) down electrons."""
    external = sum(site_potential[p // 2] * number[p] for p in range(modes))
    sector = np.where((np.round(count_up) == 1)
                      & (np.round(count_down) == n_down))[0]
    H = (T_lattice + V_ee + external)[np.ix_(sector, sector)]
    psi = np.zeros(2**modes)
    psi[sector] = np.linalg.eigh(H)[1][:, 0]
    n = np.array([psi @ (number[2*i] + number[2*i+1]) @ psi
                  for i in range(SITES)])
    # noninteracting ground state with the same density
    amplitude = np.sqrt(n / (1 + n_down))
    phi = np.zeros(2**modes)
    phi[0] = 1.0
    for spin in range(1 + n_down):
        phi = sum(amplitude[i] * annihilate[2*i + spin].T
                  for i in range(SITES)) @ phi
    hartree = 0.5 * n @ interaction @ n
    exchange = phi @ V_ee @ phi - hartree
    internal = T_lattice + V_ee
    correlation = psi @ internal @ psi - phi @ internal @ phi
    return hartree, exchange, correlation


rng = np.random.default_rng(7)
potentials = [np.array([0.0, -1.0, 0.5, -0.5])]
potentials += [rng.uniform(-2, 2, SITES) for _ in range(5)]
for potential in potentials:
    h1, x1, c1 = lattice_energies(0, potential)
    assert h1 > 0.1 and abs(h1 + x1) < 1e-10 and abs(c1) < 1e-10
    h2, x2, c2 = lattice_energies(1, potential)
    assert abs(x2 + h2 / 2) < 1e-10 and c2 < -1e-4
print("Lattice: 4 sites, interaction 2/sqrt(d^2+1) Ry, d in sites")
show("hopping", HOPPING, digits=1)
print("site potentials:", *potentials[0], "Ry")
for electrons in (1, 2):
    values = lattice_energies(electrons - 1, potentials[0])
    for label, value in zip(("E_H", "E_x", "E_c"), values):
        show(f"{electrons} electron(s), {label}", value + 0.0
             if abs(value) > 1e-10 else 0.0)

# ---------- H2+ : density grid against orbital exchange ----------
BOND = 2.0
ion = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, BOND)]], unit="Bohr",
            charge=1, spin=1, basis="cc-pvdz", verbose=0)
overlap = ion.intor("int1e_ovlp")
trial = np.zeros(ion.nao)
trial[0], trial[ion.nao // 2] = 1.0, 0.4
trial /= np.sqrt(trial @ overlap @ trial)
start = np.array([np.outer(trial, trial), np.zeros((ion.nao, ion.nao))])
# The general UHF class keeps J and K in the self-consistent cycle.
hf_ion = scf.uhf.UHF(ion)
hf_ion.conv_tol = 1e-11
E_hf = RY_PER_HARTREE * hf_ion.kernel(dm0=start)
assert hf_ion.converged
core = hf_ion.get_hcore()
s_val, s_vec = np.linalg.eigh(overlap)
orthogonalizer = s_vec / np.sqrt(s_val)
lowest = np.linalg.eigvalsh(orthogonalizer.T @ core @ orthogonalizer)[0]
E_bare = RY_PER_HARTREE * (lowest + ion.energy_nuc())
assert abs(E_hf - E_bare) < 1e-7

dm_up = hf_ion.make_rdm1()[0]
exchange_matrix = hf_ion.get_k(ion, np.array([dm_up, 0 * dm_up]))[0]
E_x_ion = -np.sum(exchange_matrix * dm_up)
grid = dft.gen_grid.Grids(ion)
grid.level = 3
grid.build()
E_H_ion = 0.0
for first in range(0, len(grid.weights), 4000):
    points = grid.coords[first:first + 4000]
    weights = grid.weights[first:first + 4000]
    ao = ion.eval_gto("GTOval_sph", points)
    n_points = np.einsum("gp,pq,gq->g", ao, dm_up, ao)
    inverse_distance = ion.intor("int1e_grids", grids=points)
    potential = np.einsum("gpq,pq->g", inverse_distance, dm_up)
    E_H_ion += np.sum(weights * n_points * potential)
assert E_H_ion > 0.1 and abs(E_H_ion + E_x_ion) < 1e-4
print("H2+ , cc-pVDZ basis")
show("bond length", BOND, "bohr", 1)
show("E_H from density grid", E_H_ion, digits=4)
show("E_x from orbital integrals", E_x_ion, digits=4)
show("Hartree-Fock total energy", E_hf)
show("bare one-electron total energy", E_bare)

# ---------- lithium: self terms cancel, pair terms remain ----------
atom = gto.M(atom="Li 0 0 0", spin=1, basis="cc-pvdz", verbose=0)
hf_atom = scf.UHF(atom)
hf_atom.conv_tol = 1e-11
hf_atom.kernel()
assert hf_atom.converged
c_up, c_down = hf_atom.mo_coeff
orbitals = [(c_up[:, 0], 0), (c_up[:, 1], 0), (c_down[:, 0], 1)]
repulsion = atom.intor("int2e")


def integral(a, b, c, d):
    return RY_PER_HARTREE * np.einsum("pqrs,p,q,r,s->", repulsion,
                                     a, b, c, d, optimize=True)


coulomb_pairs = exchange_pairs = 0.0
for i, (a, spin_a) in enumerate(orbitals):
    for b, spin_b in orbitals[i + 1:]:
        coulomb_pairs += integral(a, a, b, b)
        if spin_a == spin_b:
            exchange_pairs -= integral(a, b, b, a)
self_energy = sum(integral(a, a, a, a) / 2 for a, _ in orbitals)
dms = np.asarray(hf_atom.make_rdm1())
J_mats, K_mats = hf_atom.get_jk(atom, dms)
E_H_atom = np.sum((J_mats[0] + J_mats[1]) * (dms[0] + dms[1]))
E_x_atom = -np.sum(K_mats * dms)
assert abs(E_H_atom + E_x_atom - coulomb_pairs - exchange_pairs) < 1e-7
assert abs(E_H_atom - coulomb_pairs - self_energy) < 1e-7
assert abs(E_x_atom - exchange_pairs + self_energy) < 1e-7
assert self_energy > 1 and exchange_pairs < -1e-3
print("Lithium atom, unrestricted Hartree-Fock, cc-pVDZ basis")
show("E_H, self terms included", E_H_atom)
show("E_x, self terms included", E_x_atom)
show("sum of J_ii/2", self_energy)
show("Coulomb energy of distinct pairs", coulomb_pairs)
show("exchange energy of distinct pairs", exchange_pairs)
show("E_H + E_x", E_H_atom + E_x_atom)

print("every check passed")
```

Output:

```
Hydrogen 1s density
kinetic energy: 1.00000 Ry
nuclear attraction: -2.00000 Ry
Hartree energy E_H: 0.62500 Ry
Hartree energy E_H: 8.504 eV
Hartree potential at 1 bohr: 1.45866 Ry
phase 0.5 r^2/2: kinetic energy: 1.75000 Ry
phase 0.5 r^2/2: added term: 0.75000 Ry
2s kinetic energy, signed orbital: 0.250 Ry
2s kinetic energy, absolute value: 0.250 Ry
Functionals on the hydrogen 1s density (E_H + E_x, E_c, sum)
LSDA: E_x = -0.53607 Ry; 0.08893, -0.04437, 0.04456 Ry
PBE: E_x = -0.61188 Ry; 0.01312, -0.01195, 0.00117 Ry
BLYP: E_x = -0.61951 Ry; 0.00549, -0.00000, 0.00549 Ry
Lattice: 4 sites, interaction 2/sqrt(d^2+1) Ry, d in sites
hopping: 1.0 Ry
site potentials: 0.0 -1.0 0.5 -0.5 Ry
1 electron(s), E_H: 0.78621 Ry
1 electron(s), E_x: -0.78621 Ry
1 electron(s), E_c: 0.00000 Ry
2 electron(s), E_H: 2.88227 Ry
2 electron(s), E_x: -1.44114 Ry
2 electron(s), E_c: -0.05806 Ry
H2+ , cc-pVDZ basis
bond length: 2.0 bohr
E_H from density grid: 0.6594 Ry
E_x from orbital integrals: -0.6594 Ry
Hartree-Fock total energy: -1.20053 Ry
bare one-electron total energy: -1.20053 Ry
Lithium atom, unrestricted Hartree-Fock, cc-pVDZ basis
E_H, self terms included: 8.12463 Ry
E_x, self terms included: -3.56250 Ry
sum of J_ii/2: 3.53451 Ry
Coulomb energy of distinct pairs: 4.59012 Ry
exchange energy of distinct pairs: -0.02799 Ry
E_H + E_x: 4.56213 Ry
every check passed
```
